# Wavevector mesh for the harmonic heat capacity of silicon at 10 K

## Problem

The harmonic heat capacity of silicon at 10 K is to be found by summing over an \(N\times N\times N\) mesh of wavevectors that contains the zone centre \(\Gamma\). The three acoustic modes at \(\Gamma\) have zero frequency and are skipped.

(a) Show that at fixed \(N\) the computed heat capacity falls exponentially as \(T\to0\), not as \(T^3\).
(b) Find the \(N\) that brings the error at 10 K below 1% of the infinite-mesh value.
(c) Decide whether a better treatment of \(\Gamma\) permits a coarser mesh.

The crystal is perfect, undoped and held at fixed volume, and its forces are short-ranged. \(C\) is the heat capacity per primitive cell of volume \(V=a^3/4\), which holds \(r=2\) atoms.

## The model crystal

The Keating model assigns the energy

\[
E=\frac{3\alpha}{8d^2}\sum_{\text{bonds}}(r^2-d^2)^2+\frac{3\beta}{8d^2}\sum_{\text{angles}}\left(\mathbf r_j\cdot\mathbf r_k+\tfrac{d^2}{3}\right)^2,
\]

where \(d=\sqrt3a/4\) is the bond length at rest, \(r\) is here the length of a bond in the deformed crystal (not the number of atoms), and \(\mathbf r_j,\mathbf r_k\) are two bond vectors that start at the same atom. A cell has 4 bonds and 12 angles. I take rough values for silicon: \(a=0.543\) nm, \(\alpha=48\) N/m, \(\beta=14\) N/m. Three strains give the elastic constants.

- Dilation \(e\): each \(r^2\) changes by \(2ed^2\) and each \(\mathbf r_j\cdot\mathbf r_k\) by \(-2ed^2/3\). The cell energy is \((6\alpha+2\beta)d^2e^2\). Equating it to \(\tfrac32(C_{11}+2C_{12})e^2V\) gives \(C_{11}+2C_{12}=(3\alpha+\beta)/a\).
- Strain \(e_{xx}=-e_{yy}=e\): bond lengths are unchanged to first order. Eight of the 12 angle products change by \(\pm4ed^2/3\), the rest by zero. The energy \(\tfrac{16}{3}\beta d^2e^2=(C_{11}-C_{12})e^2V\) gives \(C_{11}-C_{12}=4\beta/a\).
- Shear \(\gamma\) in the \(xy\) plane: the two sublattices may also shift by \(w\) along \(z\). With \(b=a/4\) the energy is \(2\alpha(b\gamma+w)^2+2\beta(b\gamma-w)^2\). Its minimum over \(w\), \(8\alpha\beta b^2\gamma^2/(\alpha+\beta)\), equals \(\tfrac12C_{44}\gamma^2V\), so \(C_{44}=4\alpha\beta/[a(\alpha+\beta)]\).

Hence \(C_{11}=(\alpha+3\beta)/a=165.7\), \(C_{12}=(\alpha-\beta)/a=62.6\) and \(C_{44}=79.8\) GPa.

## The infinite-mesh value

A mode of frequency \(\omega\) has thermal energy \(\hbar\omega/(e^x-1)\), with \(x=\hbar\omega/k_BT\). Its temperature derivative is

\[
c(x)=k_B\frac{x^2e^x}{(e^x-1)^2}=k_B\frac{(x/2)^2}{\sinh^2(x/2)} .
\]

This is even in \(x\) and tends to \(k_B\) as \(x\to0\). The heat capacity per cell is

\[
C=\frac{V}{(2\pi)^3}\int_{\rm BZ}d^3q\;g(\mathbf q),\qquad g(\mathbf q)=\sum_s c\!\left(\frac{\hbar\omega_s(\mathbf q)}{k_BT}\right).
\]

At low \(T\) only long acoustic waves count, so \(\omega_s=v_sq\) and the integral may run to infinity. Integration by parts gives

\[
\int_0^\infty\frac{x^4e^x}{(e^x-1)^2}dx=4\int_0^\infty\frac{x^3}{e^x-1}dx=\frac{4\pi^4}{15}.
\]

Multiplying by \(4\pi V/(2\pi)^3=V/2\pi^2\) yields the cubic law

\[
C=k_BV\frac{2\pi^2}{15}\left(\frac{k_BT}{\hbar}\right)^3\sum_s\langle v_s^{-3}\rangle\equiv\frac{12\pi^4}{5}\,r\,k_B\left(\frac T\Theta\right)^3,
\]

where the brackets average over directions and the last form defines \(\Theta\). The speeds follow from the Christoffel equation: \(\varrho v^2\), with \(\varrho\) the mass density, is an eigenvalue of the matrix with diagonal elements \(C_{11}n_i^2+C_{44}(1-n_i^2)\) and off-diagonal elements \((C_{12}+C_{44})n_in_j\). Averaging numerically gives \(\Theta=647.9\) K and \(C=1.719\times10^{-3}k_B\) at 10 K. Integrating the full dispersion in spherical coordinates around \(\Gamma\) gives \(C=1.738\times10^{-3}k_B\), or 7.22 mJ/(mol K) per mole of atoms.

## What a mesh does to the integral

The function \(g\) is periodic in reciprocal space, so \(g(\mathbf q)=\sum_{\mathbf R}F(\mathbf R)e^{-i\mathbf q\cdot\mathbf R}\), with \(\mathbf R\) the lattice vectors and

\[
F(\mathbf R)=\frac{V}{(2\pi)^3}\int_{\rm BZ}d^3q\,g(\mathbf q)e^{i\mathbf q\cdot\mathbf R},\qquad F(0)=C .
\]

Averaged over the points \(\mathbf q=\sum_im_i\mathbf b_i/N\), the phase \(e^{-i\mathbf q\cdot\mathbf R}\) gives 1 if \(\mathbf R\) is \(N\) times a lattice vector, and 0 otherwise. If each acoustic mode at \(\Gamma\) is counted with its limit \(k_B\), the mesh average is therefore \(C+\delta_N\), with \(\delta_N=\sum_{\mathbf R\ne0}F(N\mathbf R)\). Skipping the three modes removes \(3k_B/N^3\):

\[
C_N=C-\frac{3k_B}{N^3}+\delta_N .
\]

The size of \(\delta_N\) depends on how smooth \(g\) is. Single acoustic branches have a cone at \(\Gamma\), but \(c\) is even in \(\omega\), so \(g\) is the trace of a function of the dynamical matrix, whose eigenvalues are \(\omega^2\). For short-range forces that matrix is analytic in \(\mathbf q\). The function is analytic too, up to the poles at \(x=\pm2\pi i\) and beyond. Hence \(g\) is analytic near real \(\mathbf q\), and its Fourier coefficients decay exponentially with distance.

An isotropic branch \(\omega=vq\), with the integral extended to all \(\mathbf q\), shows the rate. Let \(\kappa=k_BT/\hbar v\) and \(\rho=\kappa R\). The angular integral gives \(4\pi\sin(qR)/(qR)\), so with \(q=\kappa x\)

\[
F=\frac{k_BV\kappa^3}{2\pi^2\rho}J,\qquad J=\int_0^\infty\frac{x^3e^x}{(e^x-1)^2}\sin(\rho x)\,dx .
\]

Since \(e^x/(e^x-1)^2=-\frac{d}{dx}(e^x-1)^{-1}\), one integration by parts gives

\[
J=\int_0^\infty\frac{3x^2\sin\rho x+\rho x^3\cos\rho x}{e^x-1}dx=-3S''-\rho S''',\qquad S(\rho)=\int_0^\infty\frac{\sin\rho x}{e^x-1}dx .
\]

Expanding \((e^x-1)^{-1}=\sum_{k\ge1}e^{-kx}\) and using the partial fractions of the hyperbolic cotangent,

\[
S=\sum_{k\ge1}\frac{\rho}{k^2+\rho^2}=\frac\pi2\coth\pi\rho-\frac1{2\rho}.
\]

The term \(-1/2\rho\) contributes \(3/\rho^3-3/\rho^3=0\) to \(J\), so no power law survives. At large \(\rho\) the remaining part of \(S\) is \(\pi/2+\pi e^{-2\pi\rho}\), and

\[
J\simeq4\pi^3(2\pi\rho-3)e^{-2\pi\rho}.
\]

The fastest branch has the smallest \(\kappa\) and so the slowest decay.

## (a) The limit \(T\to0\)

With \(N\) fixed, the lowest frequency left on the mesh, \(\omega_{\min}\), acts as a gap. The candidates are products of speed and mesh-vector length. In units of \(2\pi/(Na)\) the vectors along [111], [100] and [110] have lengths \(\sqrt3\), \(2\) and \(2\sqrt2\). Their slowest transverse speeds are 5.12, 5.85 and 4.70 km/s. The products are 8.9, 11.7 and 13.3 km/s, so the eight ⟨111⟩ vectors win, each with two degenerate transverse modes. For \(x=\hbar\omega_{\min}/k_BT\gg1\),

\[
C_N\simeq\frac{16k_B}{N^3}x^2e^{-x},\qquad \frac{d\ln C_N}{d\ln T}=x-2 ,
\]

because \(x\propto1/T\). The cubic law would give a slope of 3. The mesh sum thus does fall exponentially, but this holds for \(x\gg1\) and does not by itself fix the mesh at 10 K.

## (b) The mesh at 10 K

Once \(\delta_N\) is negligible, a relative error \(\varepsilon\) requires \(3k_B/N^3\le\varepsilon C\):

\[
N\ge\left(\frac{3k_B}{\varepsilon C}\right)^{1/3}\simeq\left(\frac{5}{4\pi^4r\varepsilon}\right)^{1/3}\frac\Theta T .
\]

The second form inserts the cubic law. For \(\varepsilon=0.01\) and \(r=2\) it reads \(0.8625\,\Theta/T=55.9\). The full model gives

\[
N\ge\left(\frac{3}{0.01\times1.7376\times10^{-3}}\right)^{1/3}=55.7 ,
\]

so **\(N=56\)**. Direct summation confirms the threshold: the error is \(-0.983\%\) at \(N=56\) and \(-1.038\%\) at \(N=55\).

On the mesh with \(N=56\), \(\hbar\omega_{\min}/k_B=13.98\) K. At 10 K this means \(x=1.4\), which is not yet the exponential regime. Demanding instead that the lowest mode lie at \(k_BT\) would give \(N\approx78\) and an error of 0.36%, stricter than the goal requires.

Lowering the temperature on this same mesh shows the failure of part (a) setting in. The ratio \(C_N/C\) is 0.92 at 5 K, 0.36 at 2 K and 0.009 at 1 K. At 0.5 K the logarithmic slope is 26, in agreement with \(x-2=13.98/0.5-2\). In the cubic regime \(N\propto1/T\), so 1% at 5 K needs \(N\approx112\).

## (c) Better treatments of \(\Gamma\)

Counting each acoustic mode at \(\Gamma\) as \(k_B\) leaves the error \(\delta_N\) alone. For \(N=20\) the twelve nearest vectors lie at \(R=20a/\sqrt2=7.68\) nm. The longitudinal speed along them is 9.12 km/s, so \(\kappa=0.1436\) nm\(^{-1}\), \(2\pi\rho=6.93\) and \(J\approx0.48\). Twelve such terms amount to 1.8% of \(C\). The transverse branches raise the estimate to 2.0%, against 2.6% from the full model; the estimate ignores elastic anisotropy.

A second choice displaces the mesh by half a step along each \(\mathbf b_i\), so that it misses \(\Gamma\). For \(\mathbf R=\sum_in_i\mathbf a_i\), the term \(F(N\mathbf R)\) then acquires the sign \((-1)^{n_1+n_2+n_3}\). Of the twelve shortest vectors, \(\pm\mathbf a_i\) carry a minus sign and \(\pm(\mathbf a_i-\mathbf a_j)\) a plus sign. Cubic symmetry makes their \(F\) equal, so they cancel. The next six, of length \(a\), all carry a minus sign.

Errors at 10 K, relative to the infinite-mesh \(C\):

| \(N\) | \(\Gamma\) skipped | \(\Gamma\) kept | half-shifted |
|---:|---:|---:|---:|
| 12 | −56% | +44% | −0.29% |
| 16 | −32% | +10% | −0.04% |
| 20 | −19% | +2.6% | −0.01% |
| 24 | −11.8% | +0.68% | not computed |
| 40 | −2.7% | +0.003% | not computed |

The row \(N=24\) shows how the terms combine: \(-3k_B/(N^3C)=-12.5\%\), and \(\delta_N\) adds 0.7%. The 1% goal is met from \(N=23\) with \(\Gamma\) kept and from \(N=11\) with the half-shifted mesh. The longer distance alone would suggest \(23/\sqrt2\approx16\) for the latter. The model does better, mainly because the leading shell is weaker: it has six vectors instead of twelve, and its terms, along [100], are smaller than terms at the same distance along [110]. Alone, this shell would meet the goal from \(N=12\). Partial cancellation by the next remaining shell gains the last step to 11. The twelve vectors of length \(\sqrt2a\) carry a plus sign; at \(N=11\) they contribute about +1.3%, against −1.6% from the six of length \(a\). The eight vectors of length \(\sqrt3a\) carry a minus sign and add −0.3%, which brings the total to −0.6%.

Neither choice cures the limit \(T\to0\) at fixed \(N\). The half-shifted mesh has a gap and also decays exponentially. With \(\Gamma\) kept the result levels off at \(3k_B/N^3\); for \(N=56\) it is already 9.9 times too large at 1 K.

## Real silicon

The elastic constants are close to those of silicon, but the transverse frequency at the zone-edge point X is not: the model gives 7.8 THz, against roughly 4.5 THz in the real crystal. To size the effect, I replace both transverse branches by \(\omega=vq/\sqrt{1+(vq/\omega_0)^2}\), with \(v=\sqrt{C_{44}/\varrho}\) and the constant \(\omega_0\) chosen to give 4.5 THz at X. This raises \(C\) to 1.14 times the cubic law, where the Keating model has 1.01. The factor depends on the assumed shape of the branch: \(\omega=vq/[1+(vq/\omega_0)^4]^{1/4}\), with the same \(v\) and the same frequency at X, gives only 1.01. It also depends on the point matched: at L the real crystal has roughly 3.4 THz against 5.5 THz in the model, and matching there with \(v=5.12\) km/s gives 1.32 for the first shape and 1.06 for the second. Because \(N\propto C^{-1/3}\), the factors 1.14 and 1.32 lower the bound for the skipped mesh only to 53.5 and 51. The mesh estimate is thus firmer than the heat capacity itself. The thresholds 23 and 11 were not recomputed for the flatter branch.

Heavy doping breaks the assumption of a pure lattice. For \(10^{19}\) electrons per cm³ in six valleys, with a rough mass of 0.32 electron masses, the Fermi temperature \(T_F\) is 186 K. The degenerate-gas term, \((\pi^2/2)k_BT/T_F\) per electron, is then about 6% of the lattice value, well above the mesh error allowed here. The difference between constant pressure and constant volume is below \(2\times10^{-4}\,\%\) of \(C\) if the linear expansion coefficient is below \(10^{-8}\) K\(^{-1}\) in magnitude. Errors in the forces matter more: since \(C\propto v^{-3}\), sound speeds that are all 1% too high lower the infinite-mesh \(C\) by 3%, an error that no refinement of the mesh removes. Further values are in the numerical output below.

## Computed values

```
Inputs: a = 0.543 nm, alpha = 48, beta = 14 N/m
Mass 28.085 u, T = 10 K, error goal 1 %
C11, C12, C44 = 165.7, 62.6, 79.8 GPa
Sound speeds along [110]: [4.7  5.85 9.12] km/s
Transverse speed along [111] = 5.12 km/s
Model frequencies: optical Gamma 16.41, TA at X 7.80 THz
Elastic Debye temperature = 647.9 K
C per cell at 10 K, Debye law = 1.7191e-03 kB
C per cell at 10 K, full model = 1.7376e-03 kB
C at 10 K, full model = 7.223 mJ/(mol K) per mole of atoms
Shift of C on coarser spherical quadrature = -1.9e-06 %
Prefactor of Theta/T for the 1 % goal = 0.8625
N from Debye rule = 55.88, from full C = 55.68
Needed mesh, Gamma skipped: N = 56
Error at N = 56: -0.983 %; at N = 55: -1.038 %
Missing heat capacity times N^3 = 3.0000 kB
Periodic box edge N a/sqrt2 = 21.5 nm
Errors at 10 K in %: N, Gamma skipped, Gamma kept
   12   -55.991   43.9256
   16   -32.179    9.9729
   20   -19.031    2.5511
   24   -11.814    0.6753
   28    -7.686    0.1789
   32    -5.222    0.0470
   40    -2.695    0.0032
Gamma kept at N = 56: error 1.4e-05 %
Shift of Gamma-kept C, N = 40 to 56: -3.2e-03 %
Half-shifted mesh errors in %: N=8: -6.806, N=12: -0.290, N=16: -0.044, N=20: -0.009
1 % mesh: Gamma kept N = 23, half-shifted N = 11
Poisson estimate, Gamma kept, N = 20: 2.03 %
Isotropic test: mesh excess 3.80318e-06, Poisson sum 3.80318e-06 kB
Fixed mesh N = 56: lowest mode hbar*omega/kB = 13.98 K
  same from elastic constants = 13.99 K
T in K, true C in kB per cell, ratio skipped/true, ratio kept/true
    10 1.7376e-03 9.902e-01 1.0000
     5 2.1544e-04 9.225e-01 1.0017
     2 1.3758e-05 3.632e-01 1.6048
     1 1.7193e-06 8.928e-03 9.9448
Logarithmic slope of skipped mesh at 0.5 K = 25.96 (cubic law: 3)
Rule lowest mode = kB T: N = 78.3, error 0.36 %
Flatter TA (rough 4.5 THz at X): C/Debye = 1.140
  full model C/Debye = 1.011; N with flatter TA = 53.5
Doping 1e+19 cm^-3, rough mass 0.32 m_e, 6 valleys: T_F = 186 K
  electronic C / lattice C at 10 K = 6.12 %
(Cp-Cv)/C for expansion below 1e-08 /K: under 1.5e-04 %
```
